# Langevin Diamagnetism and Lamb Shielding of Hydrogen and Helium Atoms

## Problem

A free atom has a fixed point nucleus of charge $Z$ at the origin and $N$ nonrelativistic electrons. Its ground state $\Psi$ is an orbital S state, so $\mathbf L\Psi=0$. A weak uniform magnetic field $\mathbf B=B\hat{\mathbf z}$ is applied.

(a) Express the orbital molar susceptibility through $\langle\sum_i r_i^2\rangle$. For hydrogen, show that moving the gauge origin does not change the energy to order $B^2$.

(b) The nucleus carries a small magnetic moment $\mu$ along $z$. Its energy is $-\mu B(1-\sigma)$, where $\sigma$ is the shielding due to the electrons' orbital response. Express $\sigma$ through $\langle\sum_i 1/r_i\rangle$, and explain the signs of both results by the induced current.

(c) Evaluate both quantities for hydrogen. What does the orbital response leave out?

(d) Evaluate both for helium with the product function $e^{-\zeta(r_1+r_2)}$, choosing $\zeta$ by the variational principle. Judge the two answers against better wavefunctions.

Use atomic units in the derivation: $\hbar=m_e=e=1$, electron charge $-1$, and $\mu_0/4\pi=\alpha^2$, where $\alpha$ is the fine-structure constant.

## Solution

### (a) Susceptibility

For charge $-1$ the kinetic momentum is $\mathbf p+\mathbf A$, so the orbital Hamiltonian is

$$H=\sum_i\tfrac12(\mathbf p_i+\mathbf A_i)^2+V,\qquad \mathbf A=\tfrac12\mathbf B\times\mathbf r .$$

Since $\nabla\cdot\mathbf A=0$, we have $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and the cross term in the square is

$$\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac12Bl_z .$$

Also $A^2=\tfrac14B^2(x^2+y^2)$. Therefore

$$H=H_0+\tfrac12BL_z+\tfrac18B^2\sum_i(x_i^2+y_i^2).$$

The linear term gives no first-order energy because $L_z\Psi=0$. It gives no second-order energy either, because every matrix element $\langle n|L_z|\Psi\rangle$ vanishes. This requires only that the total $L_z$ annihilate $\Psi$. In a correlated helium function that depends on $r_{12}$, a single $l_{iz}$ does not annihilate $\Psi$, but their sum does.

The electron density of an S state is spherical, so $x^2$, $y^2$ and $z^2$ have equal averages and $\langle x^2+y^2\rangle=\tfrac23\langle r^2\rangle$. Hence

$$\Delta E=\frac{B^2}{8}\cdot\frac23\Big\langle\sum_i r_i^2\Big\rangle=\frac{B^2}{12}\Big\langle\sum_i r_i^2\Big\rangle .$$

The induced moment is

$$m=-\frac{\partial\Delta E}{\partial B}=-\frac B6\Big\langle\sum_i r_i^2\Big\rangle .$$

In SI units the quadratic term is $e^2A^2/2m_e$, which multiplies this moment by $e^2/m_e$. For a dilute gas $H\simeq B/\mu_0$, so the molar susceptibility is $\mu_0N_Am/B$:

$$\boxed{\chi=-\frac{\mu_0N_Ae^2}{6m_e}\Big\langle\sum_i r_i^2\Big\rangle}$$

This is Langevin's formula. Molar susceptibilities are quoted below in Gaussian units of $10^{-6}\ \mathrm{cm^3/mol}$. The conversion uses $\chi_{\rm SI}=4\pi\chi_{\rm Gauss}$ and $1\ \mathrm{m^3}=10^6\ \mathrm{cm^3}$. The prefactor is then $-0.79202$ in these units for each $\mathrm{bohr}^2$.

**Moving the gauge origin.** The potential $\mathbf A=\tfrac12\mathbf B\times(\mathbf r-R\hat{\mathbf x})$ describes the same field. For hydrogen the two perturbations become

$$\tfrac12B(L_z-Rp_y),\qquad \tfrac18B^2\big[(x-R)^2+y^2\big].$$

Because $\langle x\rangle=0$, the expectation value of the second grows by $B^2R^2/8$. The first now contributes in second order:

$$E^{(2)}=-\frac{B^2R^2}{4}\sum_{n\ne0}\frac{|\langle n|p_y|0\rangle|^2}{E_n-E_0}.$$

From $[H_0,y]=-ip_y$ we obtain $\langle n|p_y|0\rangle=i(E_n-E_0)\langle n|y|0\rangle$. The sum therefore equals $\sum_n(E_n-E_0)|\langle n|y|0\rangle|^2$. Inserting a complete set of states into the double commutator gives

$$\langle[y,[H_0,y]]\rangle=2\sum_n(E_n-E_0)|\langle n|y|0\rangle|^2 ,$$

while direct evaluation gives $[y,-ip_y]=1$. The sum is thus $\tfrac12$, and $E^{(2)}=-B^2R^2/8$ cancels the increase.

For $R=1$ bohr, the computed coefficients of $B^2$ are $0.3750$ and $-0.1250$, with sum $0.2500$, the value found with the origin at the nucleus. The division into a quadratic and a second-order part depends on the gauge; the total does not. Placing the origin at the nucleus makes the second part vanish.

### (b) Shielding at the nucleus

The nuclear moment adds the vector potential

$$\mathbf A_\mu=\alpha^2\frac{\boldsymbol\mu\times\mathbf r}{r^3}.$$

Only the energy bilinear in $\mu$ and $B$ is needed. From $\tfrac12(\mathbf A+\mathbf A_\mu)^2$ the cross term is

$$\mathbf A\cdot\mathbf A_\mu=\frac B2\cdot\frac{\alpha^2\mu}{r^3}(x^2+y^2).$$

There is also a term linear in momentum, $\alpha^2\mu\sum_i l_{iz}/r_i^3$. It could combine with $\tfrac12BL_z$ in second order, but each such product contains $\langle\Psi|L_z|n\rangle=0$. Spherical averaging of the cross term then leaves

$$E_{\mu B}=\frac{\alpha^2\mu B}{2}\cdot\frac23\Big\langle\sum_i\frac1{r_i}\Big\rangle=\frac{\alpha^2\mu B}{3}\Big\langle\sum_i\frac1{r_i}\Big\rangle .$$

The bare nuclear energy is $-\mu B$. Matching the total to $-\mu B(1-\sigma)=-\mu B+\sigma\mu B$ gives Lamb's formula:

$$\boxed{\sigma=\frac{\alpha^2}{3}\Big\langle\sum_i\frac1{r_i}\Big\rangle}\qquad(r\text{ in bohr}).$$

In SI units the prefactor is $\mu_0e^2/(12\pi m_e)$, with $r$ in metres. Numerically, $\alpha^2/3=17.7505$ ppm.

**The current.** To first order in $B$ the wavefunction is unchanged, since $L_z\Psi=0$. It can be taken real, so $\mathbf p$ contributes no current. The velocity contribution $\mathbf A$ remains, and with charge $-1$ the current density is

$$\mathbf J=-n\mathbf A=-\tfrac12nB\rho\,\hat{\boldsymbol\phi},\qquad \rho^2=x^2+y^2,$$

where $n$ is the electron density. The current circulates in the negative sense about $\mathbf B$. Its moment is

$$m=\tfrac12\int\rho J_\phi\,d^3r=-\frac B4\int n\rho^2\,d^3r=-\frac B6\Big\langle\sum_i r_i^2\Big\rangle .$$

By the Biot–Savart law its field at the nucleus is

$$B_{\rm ind}=\alpha^2\int\frac{\rho J_\phi}{r^3}\,d^3r=-\frac{\alpha^2B}{2}\int\frac{n\rho^2}{r^3}\,d^3r=-\sigma B .$$

One current thus accounts for both effects, and both oppose the applied field. The moment weights the outer part of the atom through $r^2$; the nuclear field weights the inner part through $1/r$.

### (c) Hydrogen

With $\psi=e^{-r}/\sqrt\pi$,

$$\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}\,dr=\frac{4\,(k+2)!}{2^{k+3}} .$$

This gives $\langle1/r\rangle=4/4=1$ and $\langle r^2\rangle=4\cdot24/32=3$. Therefore

$$\sigma=17.7505\times1=17.75\ \text{ppm},$$

$$\chi=-0.79202\times3=-2.376\times10^{-6}\ \mathrm{cm^3/mol},$$

or $-2.986\times10^{-11}\ \mathrm{m^3/mol}$ in SI units.

As a test of the energy formula, diagonalization in a field of $0.01$ atomic units gives $\Delta E/B^2=0.24997$, against $\langle r^2\rangle/12=0.25000$. The relative difference is about $10^{-4}$, the size expected of the next term, which is smaller by a factor of order $B^2$. A laboratory field of 10 T is far weaker still, because the atomic unit is $2.35\times10^5$ T.

These are orbital contributions. Hydrogen also has an unpaired spin, with levels $\pm\mu_BB$ for $g=2$. Its thermal mean moment is $\mu_B\tanh(\mu_BB/kT)\simeq\mu_B^2B/kT$, so

$$\chi_{\rm spin}=\frac{\mu_0N_A\mu_B^2}{kT}.$$

At 300 K this is $1250\times10^{-6}\ \mathrm{cm^3/mol}$, which is 526 times the magnitude of the orbital term. A gas of hydrogen atoms is therefore paramagnetic at this temperature. Likewise, $\sigma$ does not include the hyperfine field of the electron spin at the nucleus. Helium, a spin singlet, has neither complication. Its shielding refers to $^3$He, since the $^4$He nucleus has no magnetic moment.

### (d) Helium

Each normalized orbital is $\varphi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$. Its kinetic energy is $\tfrac12\int|\nabla\varphi|^2d^3r=\zeta^2/2$, and $\langle1/r\rangle=\zeta$.

For the repulsion we need the potential $\Phi$ of the density $\varphi^2$. Poisson's equation reads $(r\Phi)''=-4\pi r\varphi^2=-4\zeta^3re^{-2\zeta r}$. The solution with $r\Phi=0$ at the origin and $r\Phi\to1$ at infinity is

$$r\Phi=1-(1+\zeta r)e^{-2\zeta r}.$$

The repulsion energy is then

$$\int\varphi^2\Phi\,d^3r=4\zeta^3\int_0^\infty\!\big[re^{-2\zeta r}-(r+\zeta r^2)e^{-4\zeta r}\big]dr$$

$$=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac{2\zeta}{64\zeta^3}\right]=\frac58\zeta .$$

The total energy and its minimum are

$$E(\zeta)=\zeta^2-2Z\zeta+\tfrac58\zeta,\qquad 2\zeta-2Z+\tfrac58=0,\qquad \zeta=Z-\tfrac5{16}.$$

For $Z=2$, $\zeta=27/16=1.6875$. Scaling the hydrogen averages gives

$$\Big\langle\sum_i\frac1{r_i}\Big\rangle=2\zeta=3.375,\qquad \Big\langle\sum_i r_i^2\Big\rangle=\frac{6}{\zeta^2}=2.107 .$$

Hence $\sigma=17.7505\times3.375=59.91$ ppm and $\chi=-0.79202\times2.107=-1.669\times10^{-6}\ \mathrm{cm^3/mol}$.

Two better calculations provide the comparison: Hartree–Fock with 15 Gaussian s functions, and a 50-term correlated expansion containing $r_{12}$. Energies are in hartree, $\sigma$ in ppm, $\langle\sum r^2\rangle$ in $\mathrm{bohr}^2$ and $\chi$ in $10^{-6}\ \mathrm{cm^3/mol}$.

| Level | $E$ | $\sigma$ | $\langle\sum r^2\rangle$ | $\chi$ |
|---|---:|---:|---:|---:|
| Screened | −2.8477 | 59.91 | 2.107 | −1.669 |
| Hartree–Fock | −2.8617 | 59.90 | 2.370 | −1.877 |
| Correlated | −2.9037 | 59.94 | 2.387 | −1.891 |

All three levels give $\sigma=59.9$ ppm to one decimal. The correlated susceptibility is $-2.376\times10^{-11}\ \mathrm{m^3/mol}$ in SI units. Relative to the correlated values, the screened function errs by only $-0.05\%$ in $\langle\sum1/r\rangle$, but by $-11.7\%$ in $\langle\sum r^2\rangle$.

**Why the shielding is so good.** The nuclear charge enters the Hamiltonian through $-Z\sum_i1/r_i$, so the Hellmann–Feynman theorem gives

$$\Big\langle\sum_i\frac1{r_i}\Big\rangle=-\frac{\partial E}{\partial Z}.$$

The screened function obeys this too, because $\partial E/\partial\zeta=0$ at its optimum: $E=-(Z-\tfrac5{16})^2$ has $-dE/dZ=2\zeta$. An energy error that does not change with $Z$ therefore does no harm to the shielding.

The error is indeed nearly of this kind. Measuring lengths in units of $1/Z$ turns the Hamiltonian into $Z^2\big[h_1+h_2+\tfrac1Z\,\tfrac1{r_{12}}\big]$, where each $h_i$ is the hydrogen Hamiltonian. Inside the bracket the unperturbed energy is $2\times(-\tfrac12)=-1$, and the first-order shift is the repulsion integral above at $\zeta=1$ divided by $Z$, namely $\tfrac58/Z$. Perturbation theory in $1/Z$ then gives

$$E=-Z^2+\tfrac58Z+c+O(1/Z),\qquad E_{\rm scr}=-Z^2+\tfrac58Z-\tfrac{25}{256},$$

with $c$ a constant. The leading two terms agree, so the energy error tends to a constant at large $Z$ and the error in $\langle\sum1/r\rangle$ falls as $1/Z^2$. Against the correlated energies, the screened error is $0.0561$ hartree at $Z=2$ and $0.0573$ at $Z=3$, a change of only $0.0012$.

The average $\langle\sum r^2\rangle$ is also an energy derivative: add $\lambda\sum_i r_i^2$ to the Hamiltonian, and it equals $\partial E/\partial\lambda$ at $\lambda=0$. The screened function obeys this relation too if $\zeta$ is reoptimized for each $\lambda$. Here, however, the energy error does change with the parameter: its slope at $\lambda=0$ is $2.107-2.387=-0.280\ \mathrm{bohr}^2$, which is the error in $\langle\sum r^2\rangle$. A relation of this type helps only when the energy error is nearly constant. Hartree–Fock keeps a product of two equal orbitals but frees their radial shape, and this recovers $0.263$ of the missing $0.280\ \mathrm{bohr}^2$. Most of the screened function's error in the susceptibility thus comes from its single-exponential shape, and little from the neglect of correlation.

**Size and limits.** In an applied field of 10 T, the induced field at the nucleus is $-177.5$ microtesla in hydrogen and $-599$ microtesla in correlated helium. Relativistic and nuclear-mass corrections are omitted throughout, and they affect the last digits shown. In hydrogen the reduced mass alone lowers $\sigma$ to $17.74$ ppm and, for an atom at rest, changes $\chi$ to $-2.380\times10^{-6}\ \mathrm{cm^3/mol}$. The recommended shielding of $^3$He is $59.97$ ppm, $0.03$ ppm above the correlated value, a shift as large as the differences between the rows of the table. If $\mathbf L\Psi\ne0$, or if the electrons move in a nonspherical potential as in a molecule, the terms linear in momentum need not vanish, and the two boxed formulas are then incomplete. The full set of computed values is in the numerical output.

## Table of computed values

```
fine-structure constant alpha = 0.00729735
alpha^2/3 = 17.7505 ppm
Langevin factor per bohr^2 = -0.79202 1e-6 cm^3/mol
atomic unit of magnetic field = 2.3505e+05 T
HYDROGEN (exact nonrelativistic 1s)
<1/r> = 1.0000 1/bohr
<r^2> = 3.0000 bohr^2
shielding = 17.75 ppm
orbital chi = -2.376 1e-6 cm^3/mol
orbital chi, SI = -2.986 1e-11 m^3/mol
field used in diagonalization = 0.01 a.u.
energy shift / B^2, diagonalized = 0.24997 a.u.
energy shift / B^2, <r^2>/12 = 0.25000 a.u.
gauge origin displaced by = 1.0 bohr
  quadratic term / B^2 = 0.3750 a.u.
  second-order term / B^2 = -0.1250 a.u.
  sum / B^2 = 0.2500 a.u.
shielding from Biot-Savart = 17.75 ppm
induced moment / B from current = -0.5000 a.u.
spin chi at 300 K = 1250 1e-6 cm^3/mol
|spin chi / orbital chi| = 526
HELIUM
screened exponent, minimized = 1.6875 1/bohr
shielding from Biot-Savart, screened = 59.91 ppm
Gaussian s functions in Hartree-Fock = 15
terms in correlated expansion = 50
screened: energy = -2.8477 hartree
  <sum 1/r> = 3.3750 1/bohr; <sum r^2> = 2.107 bohr^2
  shielding = 59.91 ppm
  chi = -1.669 1e-6 cm^3/mol
Hartree-Fock: energy = -2.8617 hartree
  <sum 1/r> = 3.3746 1/bohr; <sum r^2> = 2.370 bohr^2
  shielding = 59.90 ppm
  chi = -1.877 1e-6 cm^3/mol
correlated: energy = -2.9037 hartree
  <sum 1/r> = 3.3766 1/bohr; <sum r^2> = 2.387 bohr^2
  shielding = 59.94 ppm
  chi = -1.891 1e-6 cm^3/mol
correlated chi, SI = -2.376 1e-11 m^3/mol
-dE/dZ by finite difference = 3.3766 hartree
screened energy error at Z=2 = 0.0561 hartree
screened energy error at Z=3 = 0.0573 hartree
screened error in <sum 1/r> = -0.05 percent
screened error in <sum r^2> = -11.7 percent
INDUCED FIELD AT NUCLEUS, applied field = 10 T
hydrogen = -177.5 microtesla
helium, correlated = -599 microtesla
```
